# Why the Hartree-Fock energy is concave between integer electron numbers: test program

```python
"""
Result under test: the Hartree-Fock energy E(M+f), 0<=f<=1, is concave in f.
For fixed orbitals it is linear in f (self-repulsion cancels self-exchange);
the minimum over orbitals of straight lines is concave.
Helium: orbital a holds one electron, orbital b (opposite spin) holds f.
eps_b = eigenvalue of b; R0, R1 = relaxation energies at f=1 and f=0 when
the orbitals are taken from the opposite end. Internal units: atomic units.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.linalg import eigh_tridiagonal, null_space
from scipy.optimize import minimize_scalar
from pyscf import gto, scf as pyscf_scf

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] / angstrom
rng = np.random.default_rng(7)


def build(shells):
    """Integrals in an orthonormalised basis centred on a helium nucleus."""
    mol = gto.M(atom="He 0 0 0", basis={"He": shells}, verbose=0)
    s, u = np.linalg.eigh(mol.intor("int1e_ovlp"))
    assert s[0] > 1e-10
    x = u / np.sqrt(s)
    n = len(s)
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                    x, x, x, x, optimize=True)
    return SimpleNamespace(
        mol=mol, x=x, n=n, eri=eri,
        kin=x.T @ mol.intor("int1e_kin") @ x,
        nuc=x.T @ mol.intor("int1e_nuc") @ x / 2.0,
        jmat=eri.reshape(n * n, n * n),
        kmat=eri.transpose(0, 2, 1, 3).reshape(n * n, n * n).copy())


def coulomb(b, d):
    return (b.jmat @ d.ravel()).reshape(b.n, b.n)


def exchange(b, d):
    return (b.kmat @ d.ravel()).reshape(b.n, b.n)


def energy(b, z, da, db, xb=1.0):
    """Full functional; xb scales the exchange of the second spin."""
    d = da + db
    return (np.sum((b.kin + z * b.nuc) * d) + 0.5 * np.sum(d * coulomb(b, d))
            - 0.5 * np.sum(da * exchange(b, da))
            - 0.5 * xb * np.sum(db * exchange(b, db)))


def density(c, occ):
    c = c[:, :len(occ)]
    return (c * np.array(occ)) @ c.T


def solve(b, z, occ_a, occ_b, xb=1.0, frozen_a=None, start=None):
    """Self-consistent field with given occupations, lowest orbitals first."""
    h = b.kin + z * b.nuc
    if start is None:
        da, db = np.zeros_like(h), np.zeros_like(h)
    else:
        da, db = start
    if frozen_a is not None:
        da = np.outer(frozen_a, frozen_a)
    for _ in range(500):
        j = coulomb(b, da + db)
        ea, ca = np.linalg.eigh(h + j - exchange(b, da))
        eb, cb = np.linalg.eigh(h + j - xb * exchange(b, db))
        na = da if frozen_a is not None else density(ca, occ_a)
        nb = density(cb, occ_b)
        change = np.linalg.norm(na - da) + np.linalg.norm(nb - db)
        if change < 1e-9:
            break
        da, db = 0.4 * da + 0.6 * na, 0.4 * db + 0.6 * nb
    assert change < 1e-9, "field not self-consistent"
    return SimpleNamespace(e=energy(b, z, na, nb, xb), ea=ea, eb=eb,
                           a=ca[:, 0], b=cb[:, 0], da=na, db=nb)


s_shells = [[0, [0.03 * 2.1**k, 1.0]] for k in range(20)]
B = build(s_shells)


def helium(f):
    return solve(B, 2, [1.0], [f])


# ---- frozen orbitals: linearity, role of exchange, transfer of occupation
q = np.linalg.qr(rng.normal(size=(B.n, 5)))[0]
d_alpha = density(q[:, 3:], [1.0, 1.0])


def frozen(occ, xb=1.0):
    return energy(B, 2, d_alpha, density(q, occ), xb)


def integral(i, j, k, l):
    return np.einsum("pqrs,p,q,r,s", B.eri, q[:, i], q[:, j], q[:, k],
                     q[:, l], optimize=True)


bend = [frozen([1, 1, 0], x) - 2 * frozen([1, 1, .5], x)
        + frozen([1, 1, 1], x) for x in (1.0, 0.0)]
assert abs(bend[0]) < 1e-7
assert abs(bend[1] - integral(2, 2, 2, 2) / 4) < 1e-7 and bend[1] > 1e-3
t = 0.3
transfer = (frozen([.5 + t, .5 - t]) + frozen([.5 - t, .5 + t])
            - 2 * frozen([.5, .5]))
j_minus_k = integral(0, 0, 1, 1) - integral(0, 1, 0, 1)
assert j_minus_k > 1e-4 and abs(transfer + 2 * t * t * j_minus_k) < 1e-7

# ---- helium between one and two electrons
grid = np.linspace(0, 1, 21)
states = [helium(f) for f in grid]
E = np.array([s.e for s in states])
ion, atom, mid = states[0], states[-1], states[10]
delta = atom.e - ion.e
height = E - (ion.e + grid * delta)
eps0, eps1 = ion.eb[0], atom.eb[0]
assert abs(ion.e + 2.0) < 1e-5                      # hydrogenic ion, Z=2
ref = pyscf_scf.RHF(B.mol)
ref.conv_tol = 1e-12
assert abs(ref.kernel() - atom.e) < 1e-8
assert np.all(np.diff(E, 2) < -1e-6)
assert np.all(height[1:-1] > 1e-5)
assert np.all(E <= ion.e + grid * eps0 + 1e-9)
assert np.all(E <= atom.e + (grid - 1) * eps1 + 1e-9)

# relaxation energies from the functional, with orbitals of the other end
add_frozen = energy(B, 2, ion.da, np.outer(ion.b, ion.b))
remove_frozen = energy(B, 2, atom.da, 0 * atom.db)
R0, R1 = add_frozen - atom.e, remove_frozen - ion.e
assert R0 > 0 and R1 > 0
assert abs(R0 - (eps0 - delta)) < 1e-7
assert abs(R1 - (delta - eps1)) < 1e-7
cubic_mid = (R0 + R1) / 8
assert abs(cubic_mid / height[10] - 1) < 0.10
best = minimize_scalar(lambda f: ion.e + f * delta - helium(f).e,
                       bounds=(0, 1), method="bounded")

# slope and curvature at f=1/2: finite differences against formulas
f0, step = 0.5, 0.02
plus, minus = helium(f0 + step), helium(f0 - step)
slope_fd = (plus.e - minus.e) / (2 * step)
curv_fd = (plus.e - 2 * mid.e + minus.e) / step**2
assert abs(slope_fd - mid.eb[0]) < 1e-4
va, vb = null_space(mid.a[None, :]), null_space(mid.b[None, :])
h2 = B.kin + 2 * B.nuc
ja = coulomb(B, np.outer(mid.a, mid.a))
jb = coulomb(B, np.outer(mid.b, mid.b))
one = np.eye(B.n)
haa = 2 * va.T @ (h2 + f0 * jb - mid.ea[0] * one) @ va
hbb = 2 * f0 * vb.T @ (h2 + ja - mid.eb[0] * one) @ vb
cross = np.einsum("pqrs,q,s->pr", B.eri, mid.a, mid.b, optimize=True)
hab = 4 * f0 * va.T @ cross @ vb
hess = np.block([[haa, hab], [hab.T, hbb]])
grad_a = 2 * va.T @ jb @ mid.a
grad_b = 2 * vb.T @ (h2 + ja) @ mid.b
assert np.linalg.norm(grad_b) < 1e-5 < np.linalg.norm(grad_a)
assert np.linalg.eigvalsh(hess)[0] > 0
grad = np.concatenate([grad_a, grad_b])
curv = -grad @ np.linalg.solve(hess, grad)
curv_a_only = -grad_a @ np.linalg.solve(haa, grad_a)
assert abs(curv / curv_fd - 1) < 2e-3
assert curv < curv_a_only < 0

# freezing a alone removes the bending although b may still relax
for end in (ion, atom):
    e3 = [solve(B, 2, [1.0], [f], frozen_a=end.a).e for f in (0, .5, 1)]
    assert abs(e3[0] - 2 * e3[1] + e3[2]) < 1e-8

# without self-exchange of b the relaxed curve turns convex
hart = [solve(B, 2, [1.0], [f], xb=0.0).e for f in (.2, .4, .6)]
curv_no_x = (hart[0] - 2 * hart[1] + hart[2]) / 0.2**2
assert curv_no_x > 0

# equal spin occupations: convex, and higher than the polarised solution
equal = [solve(B, 2, [n / 2], [n / 2]).e for n in (1.0, 1.5, 2.0)]
equal_height = equal[1] - (equal[0] + equal[2]) / 2
assert equal_height < 0 and equal[1] > mid.e and equal[0] > ion.e

# ---- independent radial finite-difference solution at f=1/2
dr = 0.005
r = dr * np.arange(1, 4001)
off = np.full(len(r) - 1, -0.5 / dr**2)


def radial_orbital(v):
    w, u = eigh_tridiagonal(1 / dr**2 - 2 / r + v, off,
                            select="i", select_range=(0, 0))
    return w[0], u[:, 0]**2                       # sums to one


def radial_coulomb(p):
    outer = np.cumsum((p / r)[::-1])[::-1] - p / r
    return np.cumsum(p) / r + outer


pot_b = np.zeros_like(r)
for _ in range(30):
    wa, pa = radial_orbital(f0 * pot_b)
    wb, pb = radial_orbital(radial_coulomb(pa))
    pot_b = radial_coulomb(pb)
radial_e = wa + f0 * wb - f0 * np.sum(pa * pot_b)
assert abs(radial_e - mid.e) < 3e-4 and abs(wb - mid.eb[0]) < 3e-4

# ---- p functions and random starts find no lower solution at f=1/2
BP = build(s_shells + [[1, [0.2 * 2.6**k, 1.0]] for k in range(5)])
for _ in range(3):
    v = rng.normal(size=(2, BP.n))
    v /= np.linalg.norm(v, axis=1)[:, None]
    trial = solve(BP, 2, [1.0], [f0], start=(np.outer(v[0], v[0]),
                                             f0 * np.outer(v[1], v[1])))
    assert abs(trial.e - mid.e) < 1e-7

# ---- lithium between two and three electrons
li = [solve(B, 3, [1.0, f], [1.0]) for f in (0.0, 0.5, 1.0)]
li_height = li[1].e - (li[0].e + li[2].e) / 2
assert 1e-8 < li_height < height[10]

# ---- mean radii
ex = np.array([B.mol.bas_exp(i)[0] for i in range(B.mol.nbas)])
norm = (2 * ex / np.pi)**0.75
rad = B.x.T @ (np.outer(norm, norm) * 2 * np.pi
               / (ex[:, None] + ex[None, :])**2) @ B.x
assert abs(ion.a @ rad @ ion.a - 0.75) < 1e-4       # 3/(2Z), Z=2

print("Helium, unrestricted Hartree-Fock,", B.n, "s Gaussians")
print("f | E (eV) | height above chord (eV) | eps_b (eV)")
for k in (0, 5, 10, 15, 20):
    print(f"{grid[k]:.2f} | {E[k]*EV:.4f} | {abs(height[k])*EV:.4f} | "
          f"{states[k].eb[0]*EV:.4f}")
print("f | mean radius of a (angstrom) | of b (angstrom)")
for k in (0, 10, 20):
    s = states[k]
    print(f"{grid[k]:.2f} | {s.a @ rad @ s.a * ANG:.4f} | "
          f"{s.b @ rad @ s.b * ANG:.4f}")
print(f"Chord slope E(1)-E(0): {delta*EV:.4f} eV")
print(f"Two electrons in orbitals of the ion: {add_frozen*EV:.4f} eV")
print(f"One electron in orbital of the atom: {remove_frozen*EV:.4f} eV")
print(f"Relaxation energy R0 (adding): {R0*EV:.4f} eV")
print(f"Relaxation energy R1 (removing): {R1*EV:.4f} eV")
print(f"Slope drop eps_b(0)-eps_b(1): {(eps0-eps1)*EV:.4f} eV")
print(f"Cubic estimate (R0+R1)/8: {cubic_mid*EV:.4f} eV")
print(f"Height at f=0.5: {height[10]:.6f} hartree")
print(f"Largest height: {-best.fun*EV:.4f} eV at f = {best.x:.3f}")
print(f"Curvature at f=0.5, response formula: {curv*EV:.4f} eV")
print(f"Curvature at f=0.5, finite difference: {curv_fd*EV:.4f} eV")
print(f"Curvature if only a responds: {curv_a_only*EV:.4f} eV")
print(f"Curvature near f=0.4, no self-exchange of b: {curv_no_x*EV:.4f} eV")
print(f"Radial-grid energy at f=0.5: {radial_e*EV:.3f} eV")
print("Equal spin occupations, energies (eV) at N=1, 1.5, 2:",
      ", ".join(f"{e*EV:.4f}" for e in equal))
print(f"Equal spins, height at N=1.5: {equal_height*EV:.4f} eV")
print(f"Lithium, height at N=2.5: {li_height*EV:.6f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Helium, unrestricted Hartree-Fock, 20 s Gaussians
f | E (eV) | height above chord (eV) | eps_b (eV)
0.00 | -54.4228 | 0.0000 | -22.3324
0.25 | -60.0614 | 0.2233 | -22.7905
0.50 | -65.8263 | 0.3202 | -23.3483
0.75 | -71.7475 | 0.2609 | -24.0508
1.00 | -77.8703 | 0.0000 | -24.9788
f | mean radius of a (angstrom) | of b (angstrom)
0.00 | 0.3969 | 0.5239
0.50 | 0.4315 | 0.5098
1.00 | 0.4907 | 0.4907
Chord slope E(1)-E(0): -23.4475 eV
Two electrons in orbitals of the ion: -76.7552 eV
One electron in orbital of the atom: -52.8914 eV
Relaxation energy R0 (adding): 1.1151 eV
Relaxation energy R1 (removing): 1.5313 eV
Slope drop eps_b(0)-eps_b(1): 2.6464 eV
Cubic estimate (R0+R1)/8: 0.3308 eV
Height at f=0.5: 0.011768 hartree
Largest height: 0.3222 eV at f = 0.539
Curvature at f=0.5, response formula: -2.4822 eV
Curvature at f=0.5, finite difference: -2.4823 eV
Curvature if only a responds: -2.3976 eV
Curvature near f=0.4, no self-exchange of b: 20.4473 eV
Radial-grid energy at f=0.5: -65.824 eV
Equal spin occupations, energies (eV) at N=1, 1.5, 2: -46.2978, -63.7809, -77.8703
Equal spins, height at N=1.5: -1.6969 eV
Lithium, height at N=2.5: 0.000215 eV
ALL CHECKS PASSED
```
